# Choosing the field exponent in lattice dielectric-breakdown growth: verification in Python

```python
"""Dielectric-breakdown growth on a square lattice.
Result under test: bonds between empty sites and the cluster are chosen with
probability proportional to field**eta, where field solves Laplace's equation
(0 on the cluster, 1 on a distant circle). eta = 0 gives compact clusters,
eta = 1 ramified ones whose mean density falls as they grow.
A smooth round front with ripple number m has d ln(ripple)/d ln(R) = eta*(m-1).
Symbols: contacts = number of cluster neighbours of an empty site,
flux = sum of field over contact bonds, Rg = radius of gyration (lattice cells),
D = effective exponent in N ~ Rg**D, N = number of filled sites,
spread factor = 2*pi*Rg**2/N, equal to 1 for a filled disc.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu, spsolve
from scipy import constants as const

rng = np.random.default_rng(20)


def make_domain(radius):
    """Sites inside a circle, sorted by distance; neighbour -1 = outer electrode."""
    k = int(radius)
    xy = np.mgrid[-k:k + 1, -k:k + 1].reshape(2, -1).T
    r2 = (xy**2).sum(1)
    xy = xy[r2 < radius**2]
    xy = xy[np.argsort((xy**2).sum(1), kind="stable")]
    number = -np.ones((2 * k + 3, 2 * k + 3), dtype=int)
    number[xy[:, 0] + k + 1, xy[:, 1] + k + 1] = np.arange(len(xy))
    steps = [(1, 0), (-1, 0), (0, 1), (0, -1)]
    nb = np.stack([number[xy[:, 0] + k + 1 + dx, xy[:, 1] + k + 1 + dy]
                   for dx, dy in steps], axis=1)
    return xy, nb


def solve_field(nb, occupied, bond=1.0):
    """Fresh sparse solution; bond = conductance of a bond to the cluster."""
    free = np.flatnonzero(~occupied)
    number = -np.ones(len(nb), dtype=int)
    number[free] = np.arange(len(free))
    near = nb[free]
    outer = near < 0
    touch = ~outer & occupied[near]
    inside = ~outer & ~touch
    row, col = np.nonzero(inside)
    diagonal = outer.sum(1) + inside.sum(1) + bond * touch.sum(1)
    matrix = sp.coo_matrix((-np.ones(len(row)), (row, number[near[row, col]])),
                           shape=(len(free), len(free))) + sp.diags(diagonal)
    field = np.zeros(len(nb))
    field[free] = spsolve(matrix.tocsc(), outer.sum(1).astype(float))
    contacts = np.zeros(len(nb), dtype=int)
    contacts[free] = touch.sum(1)
    return field, contacts, bond * (contacts @ field)


# ---- growth engine: exact update of the field after each new site ----
R_OUT, R_IN = 60, 38
xy, nb = make_domain(R_OUT)
radius = np.sqrt((xy**2).sum(1))
n_in = int((radius <= R_IN).sum())
row, col = np.nonzero(nb >= 0)
empty_cell = (sp.coo_matrix((-np.ones(len(row)), (row, nb[row, col])),
                            shape=(len(nb), len(nb)))
              + 4.0 * sp.identity(len(nb))).tocsc()
factor = splu(empty_cell, permc_spec="MMD_AT_PLUS_A")
green_store = {}


def green_column(site):
    """Response of the cluster-free cell to a unit source at the site."""
    if site not in green_store:
        source = np.zeros(len(nb))
        source[site] = 1.0
        green_store[site] = factor.solve(source)[:n_in].copy()
    return green_store[site]


def grow(eta, n_sites):
    """Return the filling order, the flux after each site and the last field."""
    occupied = np.zeros(n_in, dtype=bool)
    contacts = np.zeros(n_in, dtype=int)
    field = np.ones(n_in)
    stored = np.empty((n_sites, n_in)) if eta > 0 else None
    order = np.empty(n_sites, dtype=int)
    flux = np.empty(n_sites)
    site = 0
    for n in range(n_sites):
        if eta > 0:
            column = green_column(site) - stored[:n, site] @ stored[:n]
            field -= column * (field[site] / column[site])
            stored[n] = column / np.sqrt(column[site])
        occupied[site] = True
        order[n] = site
        assert nb[site].min() >= 0 and nb[site].max() < n_in, "cluster too wide"
        contacts[nb[site]] += 1
        front = np.flatnonzero((contacts > 0) & ~occupied)
        local = np.maximum(field[front], 0.0)
        flux[n] = contacts[front] @ local
        total = np.cumsum(contacts[front] * local**eta)
        pick = np.searchsorted(total, rng.random() * total[-1], side="right")
        site = int(front[min(pick, len(front) - 1)])
    return order, flux, field


def gyration(order):
    p = xy[order].astype(float)
    n = np.arange(1, len(p) + 1)
    centre = np.cumsum(p, axis=0) / n[:, None]
    return np.sqrt(np.maximum(np.cumsum((p**2).sum(1)) / n
                              - (centre**2).sum(1), 0.0))


def dimension(curves, low, high):
    """Effective D and its standard error from the spread between clusters."""
    sizes = np.unique(np.rint(np.geomspace(low, high, 12)).astype(int))
    slopes = [np.polyfit(np.log(sizes), np.log(c[sizes - 1]), 1)[0]
              for c in curves]
    mean = np.mean(slopes)
    return 1 / mean, np.std(slopes, ddof=1) / np.sqrt(len(slopes)) / mean**2


# ---- test: field on the cluster is the landing law of random walkers ----
sxy, snb = make_domain(8)
shape = (((sxy[:, 1] == 0) & (abs(sxy[:, 0]) <= 3))
         | ((sxy[:, 0] == 0) & (sxy[:, 1] >= 0) & (sxy[:, 1] <= 2)))
sfield, scontacts, sflux = solve_field(snb, shape)
gates = (snb < 0).sum(1)
walkers = rng.choice(len(snb), size=400000, p=gates / gates.sum())
hits = np.zeros(len(snb))
while walkers.size:
    target = snb[walkers, rng.integers(0, 4, walkers.size)]
    landed = (target >= 0) & shape[target]
    hits += np.bincount(walkers[landed], minlength=len(snb))
    walkers = target[(target >= 0) & ~landed]
rim = scontacts > 0
expected = (scontacts * sfield)[rim] / sflux * hits.sum()
chi2 = ((hits[rim] - expected)**2 / expected).sum()
dof = int(rim.sum()) - 1
assert chi2 < dof + 5 * np.sqrt(2 * dof)

# ---- test: flux into a disc against the continuum logarithm ----
disc_flux = solve_field(nb, radius <= 15)[2]
disc_theory = 2 * np.pi / np.log(R_OUT / 15)
assert abs(disc_flux / disc_theory - 1) < 0.04   # staircase edge


# ---- test: ripple growth on a circle, field solved on the rippled shape ----
def ripple_rate(eta, m, eps=1e-3):
    t = np.arange(160) * 2 * np.pi / 160
    r = 1 + eps * np.cos(m * t)
    k = np.arange(33)
    basis = r[:, None]**(-k) * np.cos(np.outer(t, k))
    b = np.linalg.lstsq(basis, -np.log(r), rcond=None)[0]
    radial = 1 / r - (basis * k / r[:, None]) @ b
    angular = -(r[:, None]**(-k) * np.sin(np.outer(t, k)) * k) @ b / r
    slope = -eps * m * np.sin(m * t) / r
    rate = np.hypot(radial, angular)**eta * np.sqrt(1 + slope**2)
    return 2 * np.mean(rate * np.cos(m * t)) / eps / np.mean(rate)


ripple = {}
for eta in (0.0, 0.25, 0.5, 1.0):
    for m in (3, 5, 8):
        ripple[eta, m] = ripple_rate(eta, m)
        assert abs(ripple[eta, m] - eta * (m - 1)) < 2e-3

# ---- grow the clusters ----
N, N_EDEN, COPIES = 400, 2500, 5
runs = {0.0: [grow(0.0, N_EDEN) for _ in range(COPIES)],
        0.5: [grow(0.5, N) for _ in range(COPIES)],
        1.0: [grow(1.0, N) for _ in range(COPIES)]}
curves = {eta: [gyration(r[0]) for r in runs[eta]] for eta in runs}
dims = {eta: dimension(curves[eta], 40, N) for eta in runs}
dim_eden = dimension(curves[0.0], 250, N_EDEN)
rg = {eta: np.mean([c[N - 1] for c in curves[eta]]) for eta in runs}


def spread_factor(eta, n):
    return np.mean([2 * np.pi * c[n - 1]**2 / n for c in curves[eta]])


spread = {(eta, n): spread_factor(eta, n) for eta in runs for n in (100, N)}
eden_small, eden_large = spread_factor(0.0, 250), spread_factor(0.0, N_EDEN)

# filled fraction of circles about the seed, well inside the clusters
filled = {(eta, r): np.mean([(radius[run[0]] <= r).sum() for run in runs[eta]])
          / (radius <= r).sum() for eta in (0.0, 1.0) for r in range(4, 13)}
circles = np.arange(4, 13)
mass_dim = {eta: 2 + np.polyfit(np.log(circles),
                                np.log([filled[eta, r] for r in circles]), 1)[0]
            for eta in (0.0, 1.0)}

summary = f"D {dims}, eden {dim_eden}, spread {spread}, " \
          f"eden spread {eden_small, eden_large}, mass {mass_dim}"
# inside of the clusters: full for eta = 0, thinning outwards for eta = 1
assert abs(mass_dim[0.0] - 2) < 0.02, summary
assert mass_dim[1.0] < 1.9, summary
assert min(filled[0.0, r] for r in (4, 8, 12)) > 0.97, summary
assert filled[1.0, 4] > filled[1.0, 8] > filled[1.0, 12], summary
# rough rim: raises the fitted D above 2, and its weight shrinks with size
assert dim_eden[0] > 2, summary
assert 0 < eden_large - 1 < 0.6 * (eden_small - 1), summary
# whole clusters compared
assert 1.4 < dims[1.0][0] < 1.87, summary
assert spread[0.0, N] < spread[0.5, N] < spread[1.0, N], summary
assert spread[1.0, N] > 1.1 * spread[1.0, 100], summary
assert spread[0.0, N] < 1.05 * spread[0.0, 100], summary

# ---- test: updated field against a fresh solution on grown clusters ----
update_error = 0.0
for eta in (0.5, 1.0):
    order, flux, field = runs[eta][0]
    mask = np.zeros(len(nb), dtype=bool)
    mask[order] = True
    fresh, contacts, fresh_flux = solve_field(nb, mask)
    update_error = max(update_error, abs(fresh[:n_in] - field).max())
    leaving = ((nb < 0).sum(1) * (1 - fresh)).sum()
    assert abs(leaving / flux[-1] - 1) < 1e-8
assert update_error < 1e-9

# ---- screening on the first eta = 1 cluster ----
bond_field = np.sort(np.repeat(fresh, contacts))[::-1]
share = np.cumsum(bond_field) / bond_field.sum()
active = (np.searchsorted(share, 0.9) + 1) / len(bond_field)
assert active < 0.6, active

# ---- copper example: rough typical inputs, cm-mol-s units inside ----
cell = 5e-4            # lattice cell and gap, cm
c0 = 5e-4              # copper ions, mol/cm3
diff = 5e-6            # diffusion coefficient, cm2/s
v_molar = 7.1          # copper, cm3/mol
i0 = 1e-3              # exchange current density, A/cm2
over = 0.5             # cathodic overpotential, V
alpha = 0.5            # transfer coefficient
kappa = 0.4            # bath conductivity, S/cm
temp = 298.0
faraday = const.physical_constants["Faraday constant"][0]
RT = const.R * temp
thermal = RT / faraday

times, currents, speeds, widths = [], [], [], []
for order, flux, _ in runs[1.0]:
    clock = np.cumsum(cell**2 / (v_molar * c0 * diff * flux))
    reach = np.maximum.accumulate(radius[order])
    half = N // 2 - 1
    times.append(clock[-1])
    widths.append(reach[-1])
    speeds.append((reach[-1] - reach[half]) * cell / (clock[-1] - clock[half]))
    currents.append(2 * faraday * diff * c0 * cell * flux[-1])
grow_time, speed = np.mean(times), np.mean(speeds)
peclet = speed * R_OUT * cell / diff
relax = (R_OUT * cell)**2 / diff

# finite reaction rate: surface reaction in series with the last bond
k_rate = i0 / (2 * faraday * c0) * np.exp(alpha * over / thermal)
damkohler = k_rate * cell / diff
g_bond = 1 / (1 + 1 / damkohler)
chain = np.diag([1 + damkohler, 2., 2., 2., 2.]) - np.eye(5, k=1) - np.eye(5, k=-1)
surface = np.linalg.solve(chain, np.array([0, 0, 0, 0, 1.0]))
assert abs(damkohler * surface[0] - g_bond * surface[1]) < 1e-12
slow, _, slow_flux = solve_field(nb, mask, g_bond)
flux_ratio = slow_flux / fresh_flux
peak_fast = fresh[contacts > 0].max() / fresh_flux
peak_slow = g_bond * slow[contacts > 0].max() / slow_flux
frozen = solve_field(nb, mask, 1e-7)[0]
reached = (contacts > 0) & (fresh > 0)
assert frozen[reached].min() > 0.999       # equal bond rates: the eta = 0 rule
assert flux_ratio < 1 and peak_slow < peak_fast

migration = 4 * faraday**2 * diff * c0 / (RT * kappa)
ohmic = 2 * faraday * diff * c0 / kappa
density_step, viscosity = 0.08, 0.01       # relative density change; cm2/s
rayleigh = const.g * 100 * density_step * cell**3 / (viscosity * diff)
tension = 1.0                              # J/m2
capillary = tension * v_molar * 1e-6 / (RT * cell * 1e-2)
i0_h, e_copper = 1e-7, 0.34                # A/cm2; V against hydrogen
i_hydrogen = i0_h * np.exp(alpha * (over - e_copper) / thermal)
i_limit = 2 * faraday * diff * c0 / cell

print(f"outer radius {R_OUT} cells; clusters per eta {COPIES}; N = {N}")
print(f"walker test: {int(hits.sum())} landings, chi2 {chi2:.1f}, dof {dof}")
print(f"disc radius 15 cells: lattice flux {disc_flux:.3f}, log law {disc_theory:.3f}")
print(f"largest field error of the update: {update_error:.1e}")
for eta, m in ((0.0, 5), (0.5, 3), (0.5, 5), (1.0, 3), (1.0, 5)):
    print(f"ripple exponent eta={eta} m={m}: {ripple[eta, m]:.4f}")
for eta in runs:
    print(f"eta={eta}: D(N=40-400) {dims[eta][0]:.2f} +- {dims[eta][1]:.2f},"
          f" Rg {rg[eta]:.2f} cells")
    print(f"  spread factor N=100: {spread[eta, 100]:.2f}, N=400: {spread[eta, N]:.2f}")
print(f"eta=0.0: D(N=250-2500) {dim_eden[0]:.3f} +- {dim_eden[1]:.3f}")
print(f"  spread factor N=250: {eden_small:.3f}, N=2500: {eden_large:.3f}")
for eta, size in ((0.0, N_EDEN), (1.0, N)):
    print(f"filled fraction eta={eta} N={size}, r<=4,8,12 cells: "
          + ", ".join(f"{filled[eta, r]:.3f}" for r in (4, 8, 12)))
    print(f"  mass exponent inside, r = 4-12 cells: {mass_dim[eta]:.3f}")
print(f"eta=1 cluster 1: contact bonds {len(bond_field)}, flux {fresh_flux:.3f}")
print(f"share of bonds carrying 90% of flux: {100 * active:.1f} %")
print(f"cell and gap {cell * 1e4:.1f} um; outer radius {R_OUT * cell * 1e4:.0f} um")
print(f"copper {c0 * 1e3:.2f} mol/L; diffusion {diff:.1e} cm2/s; T {temp:.0f} K")
print(f"molar volume {v_molar:.1f} cm3/mol; conductivity {kappa:.1f} S/cm")
print(f"exchange current {i0 * 1e3:.1f} mA/cm2; overpotential {over:.2f} V; alpha {alpha}")
print(f"mean greatest radius, eta=1: {np.mean(widths) * cell * 1e4:.0f} um")
print(f"mean growth time, eta=1: {grow_time:.0f} s = {grow_time / 60:.1f} min")
print(f"mean final current: {np.mean(currents) * 1e6:.2f} uA")
print(f"mean tip speed, second half: {speed * 1e4:.3f} um/s")
print(f"tip speed * outer radius / diffusion: {peclet:.3f}")
print(f"diffusion time of the cell: {relax:.0f} s")
print(f"reaction rate constant {k_rate:.3f} cm/s; k*a/diffusion {damkohler:.1f}")
print(f"bond conductance with reaction {g_bond:.3f}")
print(f"finite reaction rate: total flux times {flux_ratio:.4f}")
print(f"largest bond share: fast {100 * peak_fast:.2f} %, finite {100 * peak_slow:.2f} %")
print(f"migration share of current in the bulk: {100 * migration:.1f} %")
print(f"ohmic drop {ohmic * 1e3:.2f} mV; thermal voltage {thermal * 1e3:.1f} mV")
print(f"density step {density_step}; viscosity {viscosity} cm2/s; Rayleigh {rayleigh:.2f}")
print(f"surface tension {tension:.1f} J/m2; relative capillary shift {capillary:.1e}")
print(f"hydrogen exchange current {i0_h:.0e} A/cm2; copper potential {e_copper} V")
print(f"hydrogen {i_hydrogen:.1e} A/cm2; copper limit {i_limit:.2f} A/cm2")
print("verified")
```

Output:

```
outer radius 60 cells; clusters per eta 5; N = 400
walker test: 28079 landings, chi2 10.6, dof 17
disc radius 15 cells: lattice flux 4.449, log law 4.532
largest field error of the update: 1.9e-14
ripple exponent eta=0.0 m=5: -0.0000
ripple exponent eta=0.5 m=3: 1.0000
ripple exponent eta=0.5 m=5: 2.0000
ripple exponent eta=1.0 m=3: 2.0000
ripple exponent eta=1.0 m=5: 4.0000
eta=0.0: D(N=40-400) 2.16 +- 0.05, Rg 8.45 cells
  spread factor N=100: 1.23, N=400: 1.12
eta=0.5: D(N=40-400) 2.07 +- 0.03, Rg 10.02 cells
  spread factor N=100: 1.59, N=400: 1.58
eta=1.0: D(N=40-400) 1.71 +- 0.05, Rg 12.69 cells
  spread factor N=100: 1.98, N=400: 2.54
eta=0.0: D(N=250-2500) 2.100 +- 0.012
  spread factor N=250: 1.161, N=2500: 1.039
filled fraction eta=0.0 N=2500, r<=4,8,12 cells: 1.000, 1.000, 1.000
  mass exponent inside, r = 4-12 cells: 2.000
filled fraction eta=1.0 N=400, r<=4,8,12 cells: 0.706, 0.569, 0.480
  mass exponent inside, r = 4-12 cells: 1.625
eta=1 cluster 1: contact bonds 514, flux 5.203
share of bonds carrying 90% of flux: 29.6 %
cell and gap 5.0 um; outer radius 300 um
copper 0.50 mol/L; diffusion 5.0e-06 cm2/s; T 298 K
molar volume 7.1 cm3/mol; conductivity 0.4 S/cm
exchange current 1.0 mA/cm2; overpotential 0.50 V; alpha 0.5
mean greatest radius, eta=1: 125 um
mean growth time, eta=1: 1674 s = 27.9 min
mean final current: 1.22 uA
mean tip speed, second half: 0.068 um/s
tip speed * outer radius / diffusion: 0.041
diffusion time of the cell: 180 s
reaction rate constant 0.175 cm/s; k*a/diffusion 17.5
bond conductance with reaction 0.946
finite reaction rate: total flux times 0.9977
largest bond share: fast 2.26 %, finite 2.21 %
migration share of current in the bulk: 9.4 %
ohmic drop 1.21 mV; thermal voltage 25.7 mV
density step 0.08; viscosity 0.01 cm2/s; Rayleigh 0.20
surface tension 1.0 J/m2; relative capillary shift 5.7e-04
hydrogen exchange current 1e-07 A/cm2; copper potential 0.34 V
hydrogen 2.3e-06 A/cm2; copper limit 0.96 A/cm2
verified
```
